Velocity Kick of a Fast Electron Crossing an Oscillating Gaussian Field

In a capacitively driven plasma at low pressure, an electron can cross a region of oscillating electric field without colliding. What it gains or loses depends on the phase at which it arrives and on how far the field changes while it is inside. This problem treats one such crossing.

An electron of charge −e and mass m comes from x = −∞ with speed v > 0 and crosses the field

E(x,t) = E0 g(x) cos(ωt + φ),  g(x) = exp(−x²/(2d²)).

The length d is the standard deviation of the profile: at x = d the amplitude has fallen to exp(−1/2) of its central value. Time is counted so that the undisturbed electron would pass x = 0 at t = 0, and φ is therefore the field phase at that moment. The field is prescribed, there is no static field, and the motion is collisionless and nonrelativistic. If the electron moves obliquely, v is its velocity component along x, since the force has no other component.

Two dimensionless numbers describe the crossing:

ε = eE0d/(mv²),  θ = ωd/v.

The first measures the strength of the field, the second the phase advance of the field during the time d/v. The field is weak: ε ≪ 1.

**(a) Reduce the first-order velocity change to a single time integral.**

Solution. Newton's law for the true path x(t) is

m d²x/dt² = −eE(x(t),t).

The unknown path appears inside the field, so we expand in powers of E0:

x(t) = vt + x₁(t) + x₂(t) + …,

where x₁ is proportional to E0, x₂ to E0², and all corrections vanish before entry. The field on the true path is

E(x(t),t) = E(vt,t) + x₁(t) ∂ₓE(vt,t) + ….

The first term is of order E0. The second is a product of two quantities of order E0, so it belongs to the second order. To first order the force is therefore the one met on the straight path:

m dv₁/dt = −eE0 g(vt) cos(ωt + φ).

This is reasonable when the displacement inside the field is small compared with d. The acceleration is at most eE0/m and the transit takes a time of order d/v, so the displacement is of order eE0d²/(mv²) = εd, which is small.

Integrating over the whole passage gives

Δv₁ = −(eE0/m) ∫ exp(−v²t²/(2d²)) cos(ωt + φ) dt,

with t running from −∞ to ∞. Now write cos(ωt + φ) = cos ωt cos φ − sin ωt sin φ. The Gaussian is even in t and sin ωt is odd, so the sine part integrates to zero:

Δv₁ = −(eE0/m) cos φ ∫ exp(−v²t²/(2d²)) cos ωt dt.

**(b) Evaluate the integral and give the kick.**

Solution. Define, for a > 0,

I(ω) = ∫ exp(−at²) cos ωt dt.

Differentiating with respect to ω gives

I′(ω) = −∫ t exp(−at²) sin ωt dt.

Since t exp(−at²) = −(1/(2a)) d/dt exp(−at²), this is

I′(ω) = (1/(2a)) ∫ [d/dt exp(−at²)] sin ωt dt.

Integrate by parts. The boundary term vanishes because the Gaussian does, and the derivative of sin ωt is ω cos ωt, so

I′(ω) = −(ω/(2a)) I(ω).

The solution is I(ω) = I(0) exp(−ω²/(4a)). For the constant, square I(0) and use polar coordinates in the plane of the two integration variables:

I(0)² = 2π ∫₀^∞ r exp(−ar²) dr = π/a,

so I(0) = √(π/a). In our case a = v²/(2d²), hence

√(π/a) = √(2π) d/v,  ω²/(4a) = ω²d²/(2v²).

The first-order kick is

Δv₁ = −√(2π) (eE0d/(mv)) exp(−ω²d²/(2v²)) cos φ.

The minus sign comes from the electron's negative charge: a field pointing along +x at the moment of crossing slows an electron that moves along +x.

The exponent depends on the convention for the width. If the profile is written exp(−x²/L²), then L² = 2d² and the same factor reads exp(−ω²L²/(4v²)).

**(c) Interpret the exponential factor. How do the velocity kick and the energy kick depend on v?**

Solution. Substituting x = vt turns the integral of part (a) into

(1/v) ∫ g(x) cos(ωx/v) dx.

The moving electron converts the oscillation in time into an oscillation in space with wavenumber ω/v. When θ is small, the cosine is close to 1 wherever g is appreciable, and all parts of the layer push in the same direction. When θ is large, the cosine changes sign several times inside the layer and the pushes largely cancel. The exponential is the fraction that survives:

F = exp(−θ²/2).

In the limit ω → 0 the factor is 1, and the kick is that of a frozen field. This can be checked from energy conservation. The work done by a static field E0 g(x) cos φ is

−eE0 cos φ ∫ g(x) dx = −√(2π) eE0d cos φ,

and dividing it by mv gives the velocity change found above with F = 1.

For any ω, the energy change is

ΔW = ½m(v + Δv)² − ½mv² = mvΔv + ½m(Δv)².

Its first-order part is mvΔv₁, with amplitude

√(2π) eE0d exp(−ω²d²/(2v²)).

This rises steadily with v towards the frozen-field value. The velocity kick has an additional factor 1/v, because a faster electron spends less time in the field. The logarithm of its amplitude has the derivative

−1/v + ω²d²/v³,

which is positive for v < ωd and negative for v > ωd. At fixed E0, d and ω, the first-order velocity kick is therefore largest at v = ωd, where θ = 1 and F = exp(−1/2) ≈ 0.61. Slower electrons lose more by cancellation than they gain by staying longer.

**(d) Electrons arrive at all phases with equal probability. Show that the first-order kick alone does not determine their mean energy gain, and find the missing mean velocity change.**

Solution. The average of cos φ is zero, so ⟨Δv₁⟩ = 0. The average of cos²φ is ½, so

⟨Δv₁²⟩ = π (eE0d/(mv))² exp(−θ²) = πε²v² exp(−θ²).

Averaging the energy change of part (c) and keeping all terms of order E0² gives

⟨ΔW⟩ = mv⟨Δv₂⟩ + ½m⟨Δv₁²⟩.

The first term is of the same order as the second, so the second-order velocity change is needed.

Let A = eE0/m. The first-order displacement is the double time integral of the first-order acceleration:

x₁(t) = −A ∫ (t − s) g(vs) cos(ωs + φ) ds, with s from −∞ to t.

Differentiating twice with respect to t confirms this. The second-order acceleration comes from the term x₁∂ₓE set aside in part (a):

dv₂/dt = −A x₁(t) g′(vt) cos(ωt + φ).

Insert x₁ and integrate over t. The two minus signs cancel. The phase average of cos(ωt + φ) cos(ωs + φ) is ½ cos ω(t − s). With τ = t − s,

⟨Δv₂⟩ = (A²/2) ∫₀^∞ τ cos ωτ C(τ) dτ,

C(τ) = ∫ g′(vt) g(vt − vτ) dt.

To find C, consider the autocorrelation of the profile,

R(u) = ∫ g(x) g(x − u) dx.

The exponents combine through x² + (x − u)² = 2(x − u/2)² + u²/2, so

R(u) = exp(−u²/(4d²)) ∫ exp(−(x − u/2)²/d²) dx = √π d exp(−u²/(4d²)).

Its derivative is R′(u) = −∫ g(x) g′(x − u) dx, which after integration by parts equals ∫ g′(x) g(x − u) dx. With x = vt and u = vτ this gives

C(τ) = R′(vτ)/v = −(√π τ/(2d)) exp(−bτ²),  b = v²/(4d²).

Hence

⟨Δv₂⟩ = −(√π A²/(4d)) ∫₀^∞ τ² exp(−bτ²) cos ωτ dτ.

Part (b) supplies the integral without τ². Half of the full-line value is

J(ω) = ½√(π/b) exp(−ω²/(4b)) = (√π d/v) exp(−θ²).

Two derivatives with respect to ω bring down −τ², so the required integral is −J″. From J′ = −ωJ/(2b),

−J″ = [1/(2b) − ω²/(4b²)] J = (2d²/v²)(1 − 2θ²) J.

Combining the factors,

⟨Δv₂⟩ = −(πA²d²/(2v³))(1 − 2θ²) exp(−θ²) = −(π/2) vε²(1 − 2θ²) exp(−θ²).

**(e) Find the mean energy gain and examine its limits.**

Solution. Put both averages into the expression for ⟨ΔW⟩:

⟨ΔW⟩ = πmv²ε² exp(−θ²) [−½(1 − 2θ²) + ½].

The bracket equals θ², so

⟨ΔW⟩ = πmv²ε²θ² exp(−θ²) = π(eE0d)² θ² exp(−θ²)/(mv²).

To this order the mean gain is positive for every ω > 0. It tends to zero as ω → 0. A static field gives equal gains and losses of energy for opposite signs of cos φ, so no average gain can remain. The term ½m⟨Δv₁²⟩ on its own would not vanish there, which shows that it cannot be the heating. The correct gain is 2θ² times that term.

Finite transit time thus plays two roles. It weakens the individual kick, but without a change of the field during transit there would be no mean gain. If ω is varied at fixed v, d and E0, the function θ² exp(−θ²) is largest at θ = 1.

Both second-order means were tested against the full nonlinear motion, averaged over 16 equally spaced phases, for ε = 0.003 and θ = 0.5, 1 and 2. The largest relative difference was 3.3×10⁻⁵.

**(f) Evaluate the result for a 10 eV electron in a 60 MHz argon reactor, with d = 3 mm and E0 = 2 V/cm.**

Solution. These are rough values for a weak field layer outside the high-voltage sheath. They justify one or two significant figures in a prediction; further digits are kept here so that the arithmetic can be followed. The 10 eV belong to the motion along x.

The speed is 1875.5 km/s and d/v = 1.600 ns. With ω = 3.770×10⁸ rad/s,

θ = 3.770×10⁸ × 1.600×10⁻⁹ = 0.603,

F = exp(−0.603²/2) = 0.834.

The product eE0d is 0.600 eV, and mv² is twice the kinetic energy, 20 eV. Thus ε = 0.600/20 = 0.030. The velocity kick has the amplitude

√(2π) × 0.030 × 1875.5 km/s × 0.834 = 117.6 km/s,

compared with 141.0 km/s in a frozen field. Direct time integration of the force on the straight path also gives 117.6 km/s. The first-order energy kick is

√(2π) × 0.600 eV × 0.834 = 1.25 eV.

A single electron may therefore gain or lose more than 1 eV. The mean gain is much smaller:

⟨ΔW⟩ = π × 0.600² × 0.603² × exp(−0.603²)/20 eV = 14.3 meV.

Full trajectories give 14.33 meV against 14.29 meV from the formula. The incomplete estimate ½m⟨Δv₁²⟩ would be 19.7 meV.

With E0, d and the frequency held fixed, the electron energy changes the result as follows:

3 eV: F = 0.546, velocity kick 140.5 km/s, energy kick 0.82 eV.
10 eV: F = 0.834, velocity kick 117.6 km/s, energy kick 1.25 eV.
30 eV: F = 0.941, velocity kick 76.6 km/s, energy kick 1.42 eV.

The velocity and energy kicks run in opposite directions, as part (c) explains: all but the first of these electrons lie above the energy of the largest velocity kick, 3.64 eV, and the first lies only a little below it. At 3 eV the field parameter is already 0.600/6 = 0.10, and the first-order values are less accurate there: depending on the phase, the full velocity kick differs from the first-order one by up to about 11% of the kick amplitude.

For the 10 eV electron with E0 and d fixed, F is 0.991 at 13.56 MHz, 0.964 at 27.12 MHz and 0.834 at 60 MHz. Transit-time suppression in this layer is slight at the lowest frequency and noticeable at the highest. In a reactor, changing the frequency would generally change E0 and d as well.

**(g) When does the first-order formula fail, and what does a real reactor change?**

Solution. At fixed θ, the neglected velocity change is of order ε²v. For θ = 1, halving ε from 0.004 to 0.002 reduced the largest absolute error over 16 equally spaced phases by a factor of 4.007, as expected for a second-order error. In the 10 eV example, the largest difference between the full and first-order kicks is 2.4% of the kick amplitude.

A small ε is not sufficient when θ is large, because the first-order kick is then exponentially small. Take the part of the true kick proportional to cos φ and compare its amplitude with the formula. At ε = 0.01 the true amplitude differs by −0.0125% of the predicted one for θ = 1, but by −8.7% for θ = 6. The expansion in E0 does not guarantee that the higher-order terms fall with θ as fast as the leading factor exp(−θ²/2), and these numbers show that at θ = 6 they already matter for ε = 0.01.

In a real argon reactor, collisions cannot be ignored. At 3 mTorr and 300 K, a rough cross section of 20×10⁻¹⁶ cm² gives a mean free path of 52 mm. Over a path 4d = 12 mm, the scattered fraction is 1 − exp(−12/51.8) = 21%. About a fifth of the electrons therefore do not complete the assumed straight crossing. At ten times the pressure, the mean free path would be about 5 mm and the collisionless picture would fail for this layer.

Static fields also matter. For a rough electron temperature of 3 eV, a potential drop of half that value, 1.5 V, could slow the electron to 8.5 eV. Using this lower speed throughout raises the velocity kick by 5.0%, but the mean energy gain of part (e) by about 30%. These figures only indicate the size of the effect. If the same drop is instead spread smoothly over the layer and centred on it, full trajectories give a rise of about 14% in the mean energy gain and of about 7% in the velocity kick, measured against the exit speed without the oscillating field. That 7% comes from the lower exit speed: the energy kick itself falls by about 1.5%. Relativity is negligible, with γ − 1 = 2.0×10⁻⁵.

The high-voltage sheath lies outside the theory: its field can turn a 10 eV electron back, so a straight path is no longer a valid starting point. The actual field layer need not be Gaussian or oscillate with one phase throughout, and the error from that idealization has not been estimated. The numbers above describe one crossing of a prescribed layer, not the total electron heating of a discharge. The main values are listed in the numerical output.

Calculated quantities

```
electron energy: 10.0 eV
field width d (standard deviation): 3.0 mm
field amplitude E0: 2.0 V/cm
drive frequency: 60.00 MHz
angular frequency: 3.7699e+08 rad/s
electron speed: 1875.5 km/s
transit time d/v: 1.600 ns
e E0 d: 0.600 eV
field parameter eps: 0.0300
transit parameter theta: 0.6030
suppression factor, formula: 0.8338
suppression factor, quadrature: 0.8338
frozen-field velocity kick: 141.04 km/s
velocity kick amplitude, formula: 117.59 km/s
velocity kick amplitude, quadrature: 117.59 km/s
first-order energy kick amplitude: 1.254 eV
rms velocity kick over phase: 83.15 km/s
mean energy gain, formula: 14.29 meV
mean energy gain, trajectories: 14.33 meV
incomplete estimate m<dv1^2>/2: 19.65 meV
energy of largest velocity kick: 3.64 eV
60 MHz, 3 eV: factor 0.5455, kick 140.47 km/s, energy kick 0.820 eV
60 MHz, 10 eV: factor 0.8338, kick 117.59 km/s, energy kick 1.254 eV
60 MHz, 30 eV: factor 0.9412, kick 76.64 km/s, energy kick 1.416 eV
10 eV, 13.56 MHz: factor 0.9908
10 eV, 27.12 MHz: factor 0.9635
10 eV, 60.00 MHz: factor 0.8338
argon pressure: 3.0 mTorr, temperature: 300 K
rough cross section: 20 x 1e-16 cm2
mean free path: 51.8 mm
fraction scattered within 4d: 20.7 %
rough electron temperature: 3.0 eV
static potential drop: 1.50 V
kick change if slowed by that drop: 5.0 %
largest nonlinear error / kick amplitude: 2.37 %
relativistic gamma - 1: 1.96e-05
largest quadrature error / frozen kick: 5.5e-15
error ratio on halving the field (theta=1): 4.007
largest relative error of second-order means: 3.3e-05
amplitude error, eps=0.01, theta=1: -0.0125 %
amplitude error, eps=0.01, theta=6: -8.73 %
```
